# Coulomb and Exchange Coupling in Singlet and Triplet Energy Transfer

## Result

A donor D has a filled orbital \(d\) and an empty orbital \(d'\); an acceptor A has a filled orbital \(a\) and an empty orbital \(a'\). Excitation energy moves from D to A when the configuration \(d\to d'\) is replaced by \(a\to a'\). The direct matrix elements of the Hamiltonian between these configurations are

\[
V_S=2J-K,\qquad V_T=-K,\qquad V_{ST}=0, \tag{1}
\]

\[
J=(dd'|aa'),\qquad K=(da|d'a'), \tag{2}
\]

for singlet to singlet, triplet to triplet (each of the three components), and singlet to triplet. The two-electron integrals are

\[
(pq|rs)=\iint \frac{p(\mathbf r)q(\mathbf r)\,r(\mathbf r')s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' \tag{3}
\]

in atomic units. \(J\) is the Coulomb integral; when both transitions carry a dipole and the orientation factor in (15) does not vanish, \(2J\) becomes the Förster dipole coupling of the singlet states at long range. \(K\) is the Dexter exchange integral.

Equation (1) assumes the following.

- The orbitals are real and orthonormal, also between the fragments.
- The reference \(|0\rangle\) is a closed shell with \(d\), \(a\) and any further filled orbitals doubly occupied.
- The Hamiltonian contains no spin operators.
- Each excited state is a single excitation on one fragment.

The statement that triplet transfer has only the exchange term refers to this direct matrix element. Charge-transfer configurations add a second-order triplet coupling, derived below. In the worked example it is larger than \(|K|\) with the cc-pVDZ basis; the ratio depends on the basis, on the orthogonalisation and on the choice of the empty orbital.

## The matrix element between determinants

With \(\sigma,\tau\) for spins, the Hamiltonian is, up to a constant,

\[
H=\sum_{pq\sigma}h_{pq}c^\dagger_{p\sigma}c_{q\sigma}
+\tfrac12\sum_{pqrs}\sum_{\sigma\tau}(pq|rs)\,c^\dagger_{p\sigma}c^\dagger_{r\tau}c_{s\tau}c_{q\sigma}. \tag{4}
\]

The initial and final determinants are

\[
|D;\sigma\sigma'\rangle=c^\dagger_{d'\sigma'}c_{d\sigma}|0\rangle,\qquad
|A;\tau\tau'\rangle=c^\dagger_{a'\tau'}c_{a\tau}|0\rangle . \tag{5}
\]

The first label is the spin of the electron removed, the second that of the electron added. This operator order fixes all signs below.

To turn the initial determinant into the final one, \(H\) must empty \(d'\sigma'\) and \(a\tau\) and fill \(d\sigma\) and \(a'\tau'\). Two electrons change place, so the one-electron part of \(H\) contributes nothing.

In the two-electron part, the annihilators must be \(c_{d'\sigma'}\) and \(c_{a\tau}\), and the creators \(c^\dagger_{d\sigma}\) and \(c^\dagger_{a'\tau'}\). There are four assignments. They form two pairs of equal terms, because exchanging the two electrons changes neither the integral nor the operator product. The factor \(\tfrac12\) therefore cancels, and two pairings remain.

*Coulomb pairing.* One electron goes from \(d'\sigma'\) to \(d\sigma\), the other from \(a\tau\) to \(a'\tau'\). Each index pair in (4) carries one spin, so \(\sigma=\sigma'\) and \(\tau=\tau'\). The integral is \((dd'|a'a)=J\). For the sign, use \(c_{d'\sigma'}c^\dagger_{d'\sigma'}c_{d\sigma}|0\rangle=c_{d\sigma}|0\rangle\), since \(d'\) is empty in \(|0\rangle\). Then

\[
c^\dagger_{d\sigma}c^\dagger_{a'\tau'}c_{a\tau}c_{d\sigma}|0\rangle
=c^\dagger_{a'\tau'}c_{a\tau}\,c^\dagger_{d\sigma}c_{d\sigma}|0\rangle
=c^\dagger_{a'\tau'}c_{a\tau}|0\rangle . \tag{6}
\]

Moving \(c^\dagger_{d\sigma}\) past two operators gives two sign changes, and \(d\sigma\) is filled in \(|0\rangle\). The sign is \(+1\).

*Exchange pairing.* One electron goes from \(d'\sigma'\) to \(a'\tau'\), the other from \(a\tau\) to \(d\sigma\). Now \(\sigma'=\tau'\) and \(\sigma=\tau\), and the integral is \((a'd'|da)=K\). The two creators stand in the opposite order to (6), which gives the sign \(-1\).

Together,

\[
\langle A;\tau\tau'|H|D;\sigma\sigma'\rangle
=J\,\delta_{\sigma\sigma'}\delta_{\tau\tau'}-K\,\delta_{\sigma\tau}\delta_{\sigma'\tau'} . \tag{7}
\]

In the Coulomb term each electron stays on its fragment and keeps its spin. In the exchange term the electrons change fragments and take their spins with them.

Orthogonality is needed here. If orbitals of D and A overlap, determinants that differ in two orbitals can also be connected by one-electron terms multiplied by overlaps, and (7) is incomplete.

## Spin selection rules

Order the spin channels \((\sigma\sigma')\) as \(\uparrow\uparrow,\downarrow\downarrow,\downarrow\uparrow,\uparrow\downarrow\). Equation (7) is then the matrix

\[
M=J\,ss^{\mathsf T}-K\,\mathbf 1,\qquad s=(1,1,0,0)^{\mathsf T}. \tag{8}
\]

Since \(s^{\mathsf T}s=2\), we have \(Ms=(2J-K)s\). Any vector orthogonal to \(s\) has eigenvalue \(-K\), and there are three independent ones.

It remains to identify the spins. The lowering operator \(S_-=\sum_p c^\dagger_{p\downarrow}c_{p\uparrow}\) annihilates \(|0\rangle\) and obeys

\[
[S_-,c^\dagger_{p\uparrow}]=c^\dagger_{p\downarrow},\quad
[S_-,c_{p\downarrow}]=-c_{p\uparrow},\quad
[S_-,c^\dagger_{p\downarrow}]=[S_-,c_{p\uparrow}]=0 . \tag{9}
\]

The state \(|T_+\rangle=c^\dagger_{d'\uparrow}c_{d\downarrow}|0\rangle\) has \(M_S=1\). The raising operator obeys (9) with the arrows reversed, so \(S_+|T_+\rangle=0\). From \(S^2=S_-S_++S_z^2+S_z\) its eigenvalue is 2, which is a triplet. Lowering it gives

\[
S_-|T_+\rangle=|\!\downarrow\downarrow\rangle-|\!\uparrow\uparrow\rangle=-\sqrt2\,|T_0\rangle,\qquad
|T_0\rangle=\frac{|\!\uparrow\uparrow\rangle-|\!\downarrow\downarrow\rangle}{\sqrt2}. \tag{10}
\]

Lowering once more gives the channel \(\uparrow\downarrow\), with \(M_S=-1\). For the remaining combination,

\[
|S\rangle=\frac{|\!\uparrow\uparrow\rangle+|\!\downarrow\downarrow\rangle}{\sqrt2},\qquad
S_-|S\rangle=\frac{c^\dagger_{d'\downarrow}c_{d\uparrow}-c^\dagger_{d'\downarrow}c_{d\uparrow}}{\sqrt2}|0\rangle=0 . \tag{11}
\]

With \(S^2=S_+S_-+S_z^2-S_z\) and \(M_S=0\), this is the singlet. It is the normalised vector \(s/\sqrt2\), and the three triplet states are orthogonal to \(s\). This proves (1).

The triplet rule has two parts. For \(M_S=\pm1\) the Coulomb term vanishes because \(\sigma\neq\sigma'\). For \(M_S=0\) each determinant does have a Coulomb coupling, but the contributions cancel:

\[
\langle T_0^A|H|T_0^D\rangle=\tfrac12\,[(J-K)-J-J+(J-K)]=-K . \tag{12}
\]

A code that takes one determinant \(\uparrow\uparrow\) for the triplet obtains \(J-K\), which for \(J\neq0\) is the coupling of neither spin state.

Spin-orbit coupling relaxes the rule. If a donor state contains a singlet excitation with amplitude \(\varepsilon\), linearity gives it a direct coupling \(\varepsilon(2J-K)\) to the acceptor singlet, with \(J\) and \(K\) evaluated for the orbitals of that admixed excitation.

For fragment states that are sums of single excitations with real amplitudes \(X_{dd'}\) and \(Y_{aa'}\), linearity also gives

\[
V_S=\sum X_{dd'}Y_{aa'}\,[2(dd'|aa')-(da|d'a')],\qquad
V_T=-\sum X_{dd'}Y_{aa'}\,(da|d'a') , \tag{13}
\]

where \(V_S\) uses the singlet amplitudes and \(V_T\) the triplet amplitudes.

## Range of the two integrals

\(J\) is the interaction of the transition densities \(dd'\) and \(aa'\). Each integrates to zero because the orbitals are orthogonal. Let \(\mathbf u\) be a position measured from a centre on D, \(\mathbf v\) one measured from a centre on A, and \(R\mathbf n\) the vector from D to A. With \(\mathbf w=\mathbf v-\mathbf u\),

\[
\frac1{|R\mathbf n+\mathbf w|}=\frac1R-\frac{\mathbf n\cdot\mathbf w}{R^2}
+\frac{3(\mathbf n\cdot\mathbf w)^2-w^2}{2R^3}+\dots \tag{14}
\]

Terms without \(\mathbf u\) or without \(\mathbf v\) integrate to zero. The lowest surviving terms are the cross terms \(-2(\mathbf n\cdot\mathbf u)(\mathbf n\cdot\mathbf v)\) and \(-2\,\mathbf u\cdot\mathbf v\) in the two squares. They give

\[
J\to\frac{\boldsymbol\mu_D\cdot\boldsymbol\mu_A-3(\boldsymbol\mu_D\cdot\mathbf n)(\boldsymbol\mu_A\cdot\mathbf n)}{R^3},\qquad
\boldsymbol\mu_D=\langle d|\mathbf r|d'\rangle,\quad \boldsymbol\mu_A=\langle a|\mathbf r|a'\rangle . \tag{15}
\]

The transition dipole of the singlet state is \((\boldsymbol\mu+\boldsymbol\mu)/\sqrt2=\sqrt2\,\boldsymbol\mu\). For \(T_0\) it is \((\boldsymbol\mu-\boldsymbol\mu)/\sqrt2=0\), and for \(T_\pm\) it vanishes by spin. The term \(2J\) is therefore the dipole coupling (15) written with the singlet dipoles. If those are inserted, the factor 2 is already included.

\(K\) is the interaction of the densities \(da\) and \(d'a'\), which are products of orbitals on different fragments. The Coulomb energy \((f|f)\) of a real density \(f\) is not negative, since in Fourier space it is an integral of \(|\tilde f(\mathbf k)|^2/k^2\) with a positive prefactor. Hence \((f+tg|f+tg)\ge0\) for every real \(t\), and the discriminant of this quadratic in \(t\) cannot be positive. With \(f=da\) and \(g=d'a'\),

\[
|K|\le\sqrt{(da|da)\,(d'a'|d'a')} . \tag{16}
\]

Exchange thus needs the filled orbitals to overlap in space, and the empty ones as well. \(J\) needs neither.

Reversing the sign of any one orbital reverses both \(J\) and \(K\). Their ratio is independent of phases, but their separate signs are not.

## Triplet coupling through charge transfer

The configuration \(d\to a'\) is \(D^+A^-\), and \(a\to d'\) is \(D^-A^+\). Both connect to the local excitations by moving one electron. Take the component \(M_S=1\), with \(|i\to p\rangle=c^\dagger_{p\uparrow}c_{i\downarrow}|0\rangle\), and define the closed-shell Fock matrix

\[
F_{pq}=h_{pq}+\sum_k^{\text{filled}}[2(pq|kk)-(pk|kq)] . \tag{17}
\]

*Electron transfer.* From \(d\to d'\) to \(d\to a'\), a spin-up electron moves from \(d'\) to \(a'\). Besides \(h_{a'd'}\), each electron present in both determinants contributes a Coulomb term and, if its spin is up, an exchange term of opposite sign. These are the two pairings of (7), with the other electron returning to its own orbital. A complete closed shell would give \(F_{a'd'}\). Here \(d\!\downarrow\) is missing, so its Coulomb term is subtracted; it has no exchange term with a spin-up electron:

\[
\langle d\to a'|H|d\to d'\rangle=F_{a'd'}-(a'd'|dd). \tag{18}
\]

*Hole transfer.* From \(d\to d'\) to \(a\to d'\), a spin-down electron moves from \(a\) to \(d\). The operator sign is negative:

\[
c^\dagger_{d\downarrow}c_{a\downarrow}\,c^\dagger_{d'\uparrow}c_{d\downarrow}|0\rangle
=c^\dagger_{d'\uparrow}c^\dagger_{d\downarrow}c_{a\downarrow}c_{d\downarrow}|0\rangle
=-c^\dagger_{d'\uparrow}c_{a\downarrow}|0\rangle . \tag{19}
\]

The last step exchanges \(c_{a\downarrow}\) and \(c_{d\downarrow}\) and uses that \(d\!\downarrow\) is filled. The electrons \(a\!\downarrow\) and \(d\!\downarrow\) are not spectators, but their Coulomb and exchange terms in \(F_{ad}\) cancel, so \(F_{ad}\) can be used unchanged. The extra electron \(d'\!\uparrow\) adds its Coulomb term:

\[
\langle a\to d'|H|d\to d'\rangle=-F_{ad}-(d'd'|ad). \tag{20}
\]

The same arguments give the steps that complete the transfer:

\[
\langle a\to a'|H|d\to a'\rangle=-F_{ad}-(a'a'|ad),\quad
\langle a\to a'|H|a\to d'\rangle=F_{a'd'}-(a'd'|aa). \tag{21}
\]

Let \(i\) be \(d\to d'\), let \(f\) be \(a\to a'\), and let \(C\) run over the two charge-transfer configurations. If the coupling between the latter is neglected, the eigenvalue equation gives their amplitudes as

\[
x_C=\frac{H_{Ci}x_i+H_{Cf}x_f}{E-E_C}. \tag{22}
\]

Inserting this into the equation for \(x_f\) produces an effective coupling between \(f\) and \(i\). At resonance, \(E_i=E_f\), and to leading order \(E\) may be replaced by \(E_i\):

\[
V_T^{\rm eff}=-K+\sum_C\frac{H_{fC}H_{Ci}}{E_i-E_C}. \tag{23}
\]

This requires \(|H_{Ci}|\) and \(|H_{fC}|\) to be small compared with \(E_C-E_i\). Each path contains one electron transfer and one hole transfer, so like \(K\) it relies on contact between the fragments. It is nevertheless a separate contribution, and a total triplet coupling should not be reported as an exchange integral. Singlet transfer has charge-transfer paths too; they are not evaluated here.

## Worked example: two BH molecules

Two parallel BH molecules with a bond length of 1.23 Å are displaced along \(x\), perpendicular to their axes. The orbitals come from restricted Hartree–Fock calculations on the monomer in the cc-pVDZ basis. The highest filled \(\sigma\) orbital serves as \(d\) and \(a\), and the empty \(\pi_x\) orbital as \(d'\) and \(a'\). These and the other filled orbitals of both molecules are symmetrically orthogonalised together. The other filled orbitals stay doubly occupied. The excited configurations are not relaxed, so the numbers illustrate the model and do not predict measured rates.

At 5 Å, \(J=-43.75\) meV and \(K=-0.47\) meV. The direct couplings are

\[
V_S=2(-43.75)-(-0.47)=-87.03\ \text{meV},\qquad V_T=0.47\ \text{meV}. \tag{24}
\]

The ratio of their squares is about \(3.4\times10^4\). It would be the ratio of golden-rule rates if both transfers had the same spectral overlap and no other coupling contributed.

The charge-transfer configurations lie 6694 meV above the local triplet excitations (6153 meV with cc-pVTZ, 3792 meV with aug-cc-pVDZ). The electron-transfer element is 302.5 meV and the hole-transfer element 30.0 meV. The mirror plane between the molecules exchanges \(d\) with \(a\) and \(d'\) with \(-a'\). Each configuration contains one of \(d'\), \(a'\), so the two minus signs cancel in a matrix element. The first element of (21), a hole transfer, therefore equals (20), 30.0 meV, and the second, an electron transfer, equals (18), 302.5 meV. The two gaps are equal for the same reason, so each path contributes

\[
-\frac{302.5\times30.0}{6694}=-1.36\ \text{meV}. \tag{25}
\]

The triplet coupling to second order is \(0.47-1.36-1.36=-2.24\) meV, using unrounded values. In this basis and with this orthogonalisation the two paths together are 5.8 times as large as the exchange term and have the opposite sign. The ratio depends on how the orbitals are made orthogonal. If the filled orbitals are orthogonalised first and the empty ones are projected against them, \(K\) becomes \(-0.78\) meV and the ratio 3.7, while the total moves only to \(-2.09\) meV. These numbers are not converged with the basis. With cc-pVTZ and symmetric orthogonalisation, \(-K=0.80\) meV, the two paths give \(-3.57\) meV, and the total is \(-2.77\) meV. With aug-cc-pVDZ the empty Hartree–Fock \(\pi_x\) orbital becomes diffuse (\(\langle r^2\rangle=33\) bohr\(^2\) about the boron atom, against 9 with cc-pVDZ), and even the total depends on the orthogonalisation: the symmetric scheme gives \(-K=-7.3\) meV, paths of \(-3.7\) meV and a total of \(-11.0\) meV, while the scheme with the filled orbitals first gives \(+4.7\), \(-5.6\) and \(-0.9\) meV. The results are steadier if the empty orbital is chosen to minimise the triplet energy of the monomer, as the lowest \(\pi_x\) eigenvector of \(F_{pq}-(pq|dd)\) among the empty orbitals. It then has \(\langle r^2\rangle\approx6\) bohr\(^2\) in each basis, the paths exceed \(|K|\) and oppose the exchange term, and with symmetric orthogonalisation the total is \(-1.27\), \(-1.48\), \(-1.60\) and \(-1.60\) meV for cc-pVDZ, cc-pVTZ, aug-cc-pVDZ and aug-cc-pVTZ.

This can be compared with diagonalisation of the four triplet configurations. Two degenerate states with coupling \(V\) split into \(E_0\pm V\), so half the splitting, with its sign taken from the eigenvectors, measures the coupling. It is \(-2.23\) meV, and the second-order value differs from it by 0.5 %.

All couplings in the table are in meV.

| Distance (Å) | \(J\) | \(-K\) | Both paths | \(V_T^{\rm eff}\) |
|---|---|---|---|---|
| 5 | −43.8 | 0.470 | −2.71 | −2.24 |
| 6 | −24.6 | 0.0216 | −0.165 | −0.144 |
| 7 | −15.0 | 0.00041 | −0.0050 | −0.0045 |

From 5 to 7 Å, \(J\) falls by a factor of 2.9 and \(K\) by about 1200. The decay of \(K\) is not a single exponential: the factor is 22 over the first ångström and 53 over the second. These factors depend on the basis and the orbitals: with aug-cc-pVDZ, \(|K|\) falls from 5 to 7 Å by a factor of about 5 with symmetric orthogonalisation, 11 with the filled orbitals orthogonalised first, and 81 with the empty orbital that minimises the triplet energy. The cause of the uneven decay was not isolated: the table uses a Gaussian basis, whose tails fall ever more steeply with distance, and the orthogonalisation also alters \(K\) by a distance-dependent factor. A Dexter decay constant should not be taken from these data.

The bound (16) at 5 Å is 1.13 meV, against \(|K|=0.47\) meV. Before orthogonalisation the same integral is \(-1.96\) meV, about four times as large. That value must not be inserted into (1), because the overlap terms that belong with it are absent.

For the dipole limit, (15) gives \(-2\mu^2/R^3\) along \(x\) and \(+\mu^2/R^3\) along \(y\), with \(\mu=0.766\) \(e\,\)bohr. Along \(x\) at 20 Å the formula gives \(-0.592\) meV and the integral \(-0.598\) meV, a deviation of 1.1 % relative to the formula. At 40 Å it is 0.28 %. The fourfold drop follows from symmetry. For two identical, equally oriented densities, exchanging \(\mathbf u\) and \(\mathbf v\) shows that \(J\) is unchanged under \(\mathbf n\to-\mathbf n\). The \(R^{-4}\) term is odd in \(\mathbf n\) and vanishes, so the first correction is of order \(R^{-5}\), smaller than the dipole term by \(R^{-2}\).

Scaling the 20 Å dipole value by \(4^3\) gives \(-37.9\) meV at 5 Å, where the integral is \(-43.8\) meV. At this distance the point-dipole formula is 13 % too small in magnitude relative to the integral, so the full \(J\) should be used. These values also depend on the basis. With cc-pVTZ, \(\mu=0.771\) \(e\,\)bohr, \(J=-44.1\) meV and the deviation is again 13 %. With the diffuse empty orbital of aug-cc-pVDZ and symmetric orthogonalisation, \(\mu=0.673\) \(e\,\)bohr, \(J=-19.7\) meV and the formula is 48 % too large.

## Use in a program

1. Orthonormalise the orbitals of both fragments together, and keep the same orbitals and phases for every integral.
2. Compute \(J\) and \(K\) from (2), and the direct couplings from (1), or from (13) for states with several excitations.
3. For triplets, evaluate (18), (20) and (21) and the diagonal energies \(E_i\), \(E_f\), \(E_C\), and add the paths in (23) with their signs; (23) was derived for resonance, \(E_i=E_f\). If a transfer element is not small compared with its gap, diagonalise the four configurations instead.

The numerical check builds the determinants as antisymmetrised four-electron tensors and confirms (1), (8), (18), (20) and (21) with random integrals that have no spatial symmetry.

## Calculated quantities

```
Two parallel BH molecules, RHF/cc-pVDZ monomer orbitals
B-H bond length: 1.23 angstrom
orbital transition dipole mu_x: 0.7661 e*bohr
singlet transition dipole: 1.0834 e*bohr
--- separation along x: 5.0 angstrom ---
raw overlaps: sigma-sigma 3.559e-03, pi-pi -6.015e-02
Coulomb integral J: -43.752 meV
exchange integral K: -0.47028 meV
overlap bound on |K|: 1.1299 meV
K before orthogonalisation: -1.958 meV
direct singlet coupling: -87.033 meV
direct triplet coupling: 0.47028 meV
squared ratio singlet/triplet: 3.425e+04
triplet path via D+A-: -1.3567 meV
triplet path via D-A+: -1.3567 meV
triplet coupling to second order: -2.2432 meV
triplet half splitting, 4 states: -2.2321 meV
--- separation along x: 6.0 angstrom ---
raw overlaps: sigma-sigma 4.568e-04, pi-pi -1.313e-02
Coulomb integral J: -24.571 meV
exchange integral K: -0.021567 meV
overlap bound on |K|: 0.050552 meV
K before orthogonalisation: -0.054516 meV
direct singlet coupling: -49.12 meV
direct triplet coupling: 0.021567 meV
squared ratio singlet/triplet: 5.187e+06
triplet path via D+A-: -0.08262 meV
triplet path via D-A+: -0.08262 meV
triplet coupling to second order: -0.14367 meV
triplet half splitting, 4 states: -0.1436 meV
--- separation along x: 7.0 angstrom ---
raw overlaps: sigma-sigma 4.268e-05, pi-pi -1.959e-03
Coulomb integral J: -15.046 meV
exchange integral K: -0.00040597 meV
overlap bound on |K|: 0.00098439 meV
K before orthogonalisation: -0.00075872 meV
direct singlet coupling: -30.091 meV
direct triplet coupling: 0.00040597 meV
squared ratio singlet/triplet: 5.494e+09
triplet path via D+A-: -0.0024771 meV
triplet path via D-A+: -0.0024771 meV
triplet coupling to second order: -0.0045482 meV
triplet half splitting, 4 states: -0.0045481 meV
--- charge-transfer data at 5.0 angstrom, triplet ---
gap, D+A- above D*A: 6694.1 meV
electron-transfer element: 302.51 meV
hole-transfer element: 30.023 meV
--- J against the point-dipole formula ---
along x, 20 angstrom: J -0.59829 meV, dipole -0.59163 meV
along x, 40 angstrom: J -0.074163 meV, dipole -0.073954 meV
along y, 20 angstrom: J 0.29748 meV, dipole 0.29582 meV
along y, 40 angstrom: J 0.037029 meV, dipole 0.036977 meV
```
